# How many flux sweeps does a deep, nearly nonsticking hole need?: a program that tests the result

```python
"""
Result under test: in a blind cylindrical hole of aspect ratio A (depth/diameter)
with diffuse re-emission and sticking s, one flux sweep multiplies the slowest
error mode by (1-s)(1-eps), eps ~ pi^2/(12 A^2).  For A = 100 and s << eps a
millionfold reduction takes about 170000 sweeps.
Symbols: x = axial distance in diameters; jump_density(x) = density of the axial
jump between wall impacts; jump_tail = its integral from x to infinity;
tail_integral = integral of jump_tail from x to infinity.
Areas are in units of pi*diameter^2: a ring of width h has area h, the floor 1/4.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.linalg import eigh, toeplitz
from scipy.optimize import brentq


def jump_density(x):
    return 1 - (x**3 + 1.5 * x) / (1 + x * x)**1.5


def jump_density_stable(x):
    w = np.sqrt(1 + x * x)
    return (x + 2 * w) / (2 * w**3 * (w + x)**2)


def jump_tail(x):
    w = np.sqrt(1 + x * x)
    return 1 / (2 * w * (w + x)**2)


def tail_integral(x):
    return 0.25 / (np.sqrt(1 + x * x) + x)**2


# --- geometry of a single flight, from the cosine law itself ---
def tail_from_angles(x):
    def integrand(psi):
        a = np.arctan2(np.cos(psi), x)
        return np.cos(psi) * (a - np.sin(a) * np.cos(a)) / (2 * np.pi)
    return quad(integrand, -np.pi / 2, np.pi / 2, epsabs=1e-13)[0]


for x in (0.1, 0.7, 2.0, 6.0):
    assert abs(tail_from_angles(x) / jump_tail(x) - 1) < 1e-6
    assert abs(jump_density(x) - jump_density_stable(x)) < 1e-12
    step = 1e-4
    slope = (tail_from_angles(x + step) - tail_from_angles(x - step)) / (2 * step)
    assert abs(-slope / jump_density(x) - 1) < 1e-4
    assert abs(quad(jump_tail, x, np.inf)[0] / tail_integral(x) - 1) < 1e-6
mean_square_jump = 2 * quad(lambda x: x * x * jump_density_stable(x), 0, np.inf)[0]
assert abs(mean_square_jump - 2 / 3) < 1e-6
far = 200.0
assert abs(jump_density_stable(far) * far**4 / (3 / 8) - 1) < 1e-3


# --- exchange between all surfaces of the hole; x runs from floor to mouth ---
def exchange(aspect, h):
    n = int(round(aspect / h))
    edge = np.arange(n + 2) * h
    t = tail_integral(edge)
    column = np.empty(n)
    column[0] = h - 2 * (t[0] - t[1])
    column[1:] = t[:n - 1] - 2 * t[1:n] + t[2:n + 1]
    s = np.empty((n + 1, n + 1))
    s[:n, :n] = toeplitz(column)
    s[:n, n] = s[n, :n] = t[:n] - t[1:n + 1]
    s[n, n] = 0.0
    area = np.full(n + 1, h)
    area[n] = 0.25
    to_mouth = np.append((t[:n] - t[1:n + 1])[::-1], t[n])
    return s, area, to_mouth


def mode_loss(aspect, h):
    s, area, _ = exchange(aspect, h)
    root = np.sqrt(area)
    n = len(area)
    top = eigh(s / np.outer(root, root), eigvals_only=True,
               subset_by_index=[n - 1, n - 1])[0]
    return 1 - top


def extrapolated_loss(aspect, h):
    return (4 * mode_loss(aspect, h / 2) - mode_loss(aspect, h)) / 3


def sweeps(loss, sticking=0.0, reduction=1e6):
    return np.log(reduction) / -(np.log1p(-sticking) + np.log1p(-loss))


A = 100.0
simple_loss = np.pi**2 / (12 * A**2)
simple_count = sweeps(simple_loss)
coarse = extrapolated_loss(25.0, 0.2)
fine = extrapolated_loss(25.0, 0.1)
assert abs(coarse / fine - 1) < 1e-3
aspects = (25.0, 50.0, 100.0)
losses = [extrapolated_loss(a, 0.2) for a in aspects]
excess = [np.pi**2 / (12 * a * a) / e - 1 for a, e in zip(aspects, losses)]
full_loss = losses[-1]
full_count = sweeps(full_loss)
assert 0 < excess[2] < 0.7 * excess[1] < 0.49 * excess[0]
assert excess[2] < 0.05
assert abs(full_count / 170000 - 1) < 0.05

# --- explicit sweeps from zero flux, composed by repeated squaring ---
zone = 0.1
S, area, to_mouth = exchange(A, zone)
assert np.max(np.abs((S.sum(axis=1) + to_mouth) / area - 1)) < 1e-10
sweep = S / area[:, None]
direct = np.linalg.solve(np.eye(len(area)) - sweep, to_mouth / area)
direct_error = np.max(np.abs(direct - 1))
assert direct_error < 1e-7
powers = [sweep]
for _ in range(17):
    powers.append(powers[-1] @ powers[-1])


def run_until(measure, limit):
    """First sweep number at which measure(error) <= limit, and the error."""
    error, count = np.ones(len(area)), 0
    for m in range(17, -1, -1):
        trial = powers[m] @ error
        if measure(trial) > limit:
            error, count = trial, count + 2**m
    return count + 1, sweep @ error


zone_loss = mode_loss(A, zone)
run_count, _ = run_until(lambda e: e[-1], 1e-6)
run_predicted = sweeps(zone_loss, reduction=1e6 * 4 / np.pi)
assert abs(run_count / run_predicted - 1) < 0.01
stop_count, stop_error = run_until(lambda e: np.max(e - sweep @ e), 1e-6)
left_error = stop_error[-1]
left_predicted = 1e-6 / simple_loss
assert abs(left_error / left_predicted - 1) < 0.06

# --- partly specular wall: eigenvalue condition of a long tube ---
u = np.linspace(0, np.arcsinh(2000.0), 20001)
xg = np.sinh(u)
weight = 2 * jump_density_stable(xg) * np.cosh(u)
phase = np.exp(1j * np.pi / (2 * A) * xg)


def tube_loss(alpha):
    def condition(loss):
        f = (phase / (1 - loss - alpha * phase)).real
        return (1 - alpha) * simpson(weight * f, x=u) - 1
    return brentq(condition, 1e-6, 1e-3, xtol=1e-14)


specular = 0.1
specular_factor = tube_loss(specular) / tube_loss(0.0)
specular_formula = (1 + specular) / (1 - specular)
assert abs(specular_factor / specular_formula - 1) < 0.01

# --- worked example: rough values for trimethylaluminium on alumina ---
diameter, depth = 100e-9, 10e-6
temperature, pressure_torr = 500.0, 1.0
mass_u, collision_diameter = 72.0, 0.6e-9
bare_sticking, free_sites, dose = 0.01, 1e-4, 0.1
film = 10e-9
assert abs(depth / diameter - A) < 1e-9
sticking = bare_sticking * free_sites
kT = const.k * temperature
speed = np.sqrt(8 * kT / (np.pi * mass_u * const.atomic_mass))
flight = diameter / speed
relaxation = flight / full_loss
diffusivity = diameter * speed / 3
diffusion_time = 4 * depth**2 / (np.pi**2 * diffusivity)
assert abs(relaxation / diffusion_time - 1) < 0.05
free_path = kT / (np.sqrt(2) * np.pi * collision_diameter**2
                  * pressure_torr * const.torr)
narrow_aspect = depth / (diameter - 2 * film)
narrow_count = sweeps(np.pi**2 / (12 * narrow_aspect**2))

print(f"mean square axial jump: {mean_square_jump:.6f} diameter^2")
print(f"aspect ratio: {A:.0f}")
print(f"ln(10^6): {np.log(1e6):.4f}")
print(f"simple loss per sweep eps: {simple_loss:.4e}")
print(f"simple estimate, s=0: {simple_count:.0f} sweeps")
for a, e, c in zip(aspects, losses, excess):
    print(f"A={a:.0f}: full-matrix eps {e:.4e}, count {sweeps(e):.0f} sweeps,"
          f" simple eps too large by {100 * c:.2f} %")
print(f"zone width in explicit run: {zone:.1f} diameter")
print(f"explicit run, floor error below 1e-6: {run_count} sweeps")
print(f"predicted with amplitude 4/pi, same zones: {run_predicted:.0f} sweeps")
print(f"stop at largest change 1e-6: {stop_count} sweeps")
print(f"floor error left at that stop: {left_error:.5f} of mouth flux")
print(f"its estimate 1e-6/eps: {left_predicted:.5f} of mouth flux")
print(f"direct solve, largest error: {direct_error:.1e} of mouth flux")
for s in (1e-6, 1e-5, 1e-4, 1e-3, 1e-2):
    print(f"sticking {s:.0e}: {sweeps(full_loss, s):.0f} sweeps")
print(f"hole diameter: {diameter * 1e9:.0f} nm, depth: {depth * 1e6:.0f} um")
print(f"temperature: {temperature:.0f} K, pressure: {pressure_torr:.1f} Torr")
print(f"molecular mass: {mass_u:.0f} u")
print(f"collision diameter (rough): {collision_diameter * 1e9:.1f} nm")
print(f"bare sticking (rough): {bare_sticking:.2f}, free sites: {free_sites:.0e}")
print(f"example sticking: {sticking:.1e}")
print(f"example count: {sweeps(full_loss, sticking):.0f} sweeps")
print(f"sticking / full-matrix eps: {sticking / full_loss:.4f}")
print(f"mean speed: {speed:.1f} m/s")
print(f"mean time between impacts: {flight * 1e9:.4f} ns")
print(f"slowest-mode relaxation time: {relaxation * 1e6:.3f} us")
print(f"same from Knudsen diffusion: {diffusion_time * 1e6:.3f} us")
print(f"flight time of the s=0 count: {full_count * flight * 1e6:.2f} us")
print(f"dose time: {dose:.1f} s, relaxation/dose: {relaxation / dose:.2e}")
print(f"gas mean free path: {free_path * 1e6:.1f} um")
print(f"diameter / mean free path: {diameter / free_path:.2e}")
print(f"specular fraction (trial): {specular:.1f}")
print(f"eps factor, long tube: {specular_factor:.4f}")
print(f"eps factor, (1+a)/(1-a): {specular_formula:.4f}")
print(f"count with specular part: {full_count / specular_factor:.0f} sweeps")
print(f"film thickness (trial): {film * 1e9:.0f} nm")
print(f"aspect ratio after film: {narrow_aspect:.1f}")
print(f"simple estimate after film: {narrow_count:.0f} sweeps")
print("tests ok")
```

Printed output:

```
mean square axial jump: 0.666667 diameter^2
aspect ratio: 100
ln(10^6): 13.8155
simple loss per sweep eps: 8.2247e-05
simple estimate, s=0: 167970 sweeps
A=25: full-matrix eps 1.1615e-03, count 11887 sweeps, simple eps too large by 13.29 %
A=50: full-matrix eps 3.0730e-04, count 44950 sweeps, simple eps too large by 7.06 %
A=100: full-matrix eps 7.9269e-05, count 174279 sweeps, simple eps too large by 3.76 %
zone width in explicit run: 0.1 diameter
explicit run, floor error below 1e-6: 176853 sweeps
predicted with amplitude 4/pi, same zones: 176881 sweeps
stop at largest change 1e-6: 58069 sweeps
floor error left at that stop: 0.01258 of mouth flux
its estimate 1e-6/eps: 0.01216 of mouth flux
direct solve, largest error: 2.1e-14 of mouth flux
sticking 1e-06: 172108 sweeps
sticking 1e-05: 154757 sweeps
sticking 1e-04: 77062 sweeps
sticking 1e-03: 12795 sweeps
sticking 1e-02: 1364 sweeps
hole diameter: 100 nm, depth: 10 um
temperature: 500 K, pressure: 1.0 Torr
molecular mass: 72 u
collision diameter (rough): 0.6 nm
bare sticking (rough): 0.01, free sites: 1e-04
example sticking: 1.0e-06
example count: 172108 sweeps
sticking / full-matrix eps: 0.0126
mean speed: 383.4 m/s
mean time between impacts: 0.2608 ns
slowest-mode relaxation time: 3.290 us
same from Knudsen diffusion: 3.171 us
flight time of the s=0 count: 45.45 us
dose time: 0.1 s, relaxation/dose: 3.29e-05
gas mean free path: 32.4 um
diameter / mean free path: 3.09e-03
specular fraction (trial): 0.1
eps factor, long tube: 1.2175
eps factor, (1+a)/(1-a): 1.2222
count with specular part: 143144 sweeps
film thickness (trial): 10 nm
aspect ratio after film: 125.0
simple estimate after film: 262456 sweeps
tests ok
```
